# Uniform trapped charge minimizes access resistance at fixed total charge

After a gallium nitride transistor has been held off at high drain voltage, electrons may remain trapped at the surface or in the buffer between gate and drain. When the device is switched on again, these charges still repel electrons from the nearby channel, and the on-resistance is higher than before the stress. This is one form of current collapse. The trapped charge can be spread over the whole access region or piled up near the gate edge. The question is how much the resistance depends on that distribution when the total trapped charge is the same.

Let the access region run from \(x=0\) to \(x=L\) along the current, with width \(W\). Without trapping, the channel has electron sheet density \(n_0\). A trapped sheet density \(n_t\ge 0\) removes the same number of electrons from the channel at the same position in the plane, so that
\[
n=n_0-n_t .
\]
I assume that \(n\) stays above some positive value everywhere, and that the mobility \(\mu\) is a constant. The mean of \(n_t\) over the region is held fixed in every comparison, and so therefore is the mean \(N\) of \(n\). Contact resistance is left out.

Take first a density that depends on \(x\) alone. The current per unit width is driven by the gradient of the electrochemical potential \(E_F\),
\[
j=\mu n\,\frac{dE_F}{dx}.
\]
This includes diffusion. Writing \(E_F=E_c+\zeta(n)\), with \(E_c\) the band edge and \(\zeta\) the filling energy, splits \(j\) into a drift term \(\mu n\,dE_c/dx\) and a diffusion term \(\mu n\,\zeta'(n)\,dn/dx\). Nothing more has to be added for a nonuniform channel. For a small applied voltage \(V\), \(n\) may be replaced by its equilibrium value, because \(dE_F/dx\) is already of first order in \(V\). Continuity makes \(j\) the same at all \(x\), and the total change of \(E_F\) is \(qV\), with \(q\) the elementary charge. Hence
\[
qV=\int_0^L\frac{j}{\mu n}\,dx,\qquad
R=\frac{V}{jW}=\frac{1}{q\mu W}\int_0^L\frac{dx}{n(x)} .
\]
The uniform profile gives \(R_u=L/(q\mu WN)\).

The integrand, as a function of the trapped density \(u\), is \(f(u)=1/(n_0-u)\). Its derivatives are
\[
f'(u)=\frac{1}{(n_0-u)^2},\qquad f''(u)=\frac{2}{(n_0-u)^3}>0 ,
\]
so \(f\) is strictly convex for \(u<n_0\) and lies above each of its tangents. At the mean trapped density \(\bar u=n_0-N\) the tangent gives
\[
\frac1n\ \ge\ \frac1N+\frac{u-\bar u}{N^2}=\frac1N-\frac{n-N}{N^2}.
\]
On integration over the region the last term vanishes, since \(N\) is the mean of \(n\). What remains is \(\int dx/n\ge L/N\), or \(R\ge R_u\). This is Jensen's inequality for the present function.

The gap between curve and tangent can be written in closed form:
\[
\frac1n-\frac1N+\frac{n-N}{N^2}
=\frac{N^2-nN+n(n-N)}{nN^2}
=\frac{(n-N)^2}{nN^2}.
\]
Integrating and dividing by \(L/N\) gives
\[
\frac{R}{R_u}-1=\frac{1}{LN}\int_0^L\frac{(n-N)^2}{n}\,dx .
\]
The right side is zero only if \(n=N\) at almost every \(x\), so every profile that varies along the current has a higher resistance than the uniform one. For small variations the \(n\) in the denominator may be replaced by \(N\), and the relative excess becomes the variance of \(n\) divided by \(N^2\). A cosine ripple with an amplitude of 5% of \(N\) has relative variance \(0.05^2/2=0.00125\); numerical integration of \(1/n\) gives an excess of 0.001252. A weak ripple hardly matters. The penalty can become large when some part of the channel is nearly empty, because \(n\) then stands small in the denominator.

The word clustering can also be given a meaning step by step. Divide the region into cells of equal length and choose two with free densities \(a\ge b\), so that the second holds at least as much trapped charge as the first. Move a trapped density \(d\), with \(0<d<b\), from the first to the second. The free densities become \(a+d\) and \(b-d\). Their sum is unchanged, and the sum of the reciprocals changes by
\[
\frac{a+b}{(a+d)(b-d)}-\frac{a+b}{ab}
=\frac{(a+b)\,[ab-(a+d)(b-d)]}{ab(a+d)(b-d)} .
\]
Since \((a+d)(b-d)=ab-d(a-b)-d^2\), the bracket equals \(d(a-b+d)\), and the change is
\[
\frac{(a+b)\,d\,(a-b+d)}{ab(a+d)(b-d)}>0 .
\]
Each transfer from a less filled to a more filled cell therefore raises the resistance. Clustering here refers to the local densities, not to their neighbourhood: the integral of \(1/n\) does not change when cells are put in another order. In this local model, ten short blocks cost as much as one long block of the same trapped density and the same total length.

For numbers, take rough typical values for an aluminium gallium nitride/gallium nitride transistor: \(n_0=1\times10^{13}\ \mathrm{cm^{-2}}\), \(\mu=1500\ \mathrm{cm^2/Vs}\), \(L=2\ \mathrm{\mu m}\), and a mean trapped density of \(2\times10^{12}\ \mathrm{cm^{-2}}\), one fifth of \(n_0\). The untrapped sheet resistance \(1/(q\mu n_0)\) is 416 ohm per square. Multiplied by \(L\), it gives the untrapped resistance \(R_0\), normalized to width, as 0.832 ohm mm. Uniform trapping leaves \(N=0.8\,n_0\), so \(R_u=R_0/0.8=1.040\) ohm mm.

Now put all the trapped charge on a fraction \(f\) of the length. With \(t=\bar u/n_0\), the block has free density \(n_0(1-t/f)\), and
\[
\frac{R}{R_0}=1-f+\frac{f}{1-t/f}=1-f+\frac{f^2}{f-t}=1+\frac{ft}{f-t}.
\]
For \(t=0.2\) this is 1.25 at \(f=1\), 1.33 at \(f=0.5\), 1.60 at \(f=0.3\), 2.00 at \(f=0.25\) and 3.20 at \(f=0.22\). It diverges as \(f\) falls to \(t\), where the block loses its last electrons. At \(f=0.25\) the block is 0.5 µm long, holds \(8\times10^{12}\ \mathrm{cm^{-2}}\) of trapped charge and keeps \(2\times10^{12}\ \mathrm{cm^{-2}}\) of electrons. The resistance of the whole access region is then 1.664 ohm mm, 1.60 times the uniform value. Trapping thus adds 0.208 ohm mm if it is uniform and 0.832 ohm mm if it is gathered in this block, four times as much for the same charge.

A smoother pile-up at the gate edge is \(n_t=Ae^{-x/\lambda}\). Multiplying numerator and denominator by \(e^{x/\lambda}\) makes the integral elementary:
\[
\int_0^L\frac{dx}{n_0-Ae^{-x/\lambda}}
=\int_0^L\frac{e^{x/\lambda}\,dx}{n_0e^{x/\lambda}-A}
=\frac{\lambda}{n_0}\ln\frac{n_0e^{L/\lambda}-A}{n_0-A}.
\]
With \(\lambda=0.5\) µm, the fixed total requires \(A=8.15\times10^{12}\ \mathrm{cm^{-2}}\), and the resistance is 1.180 ohm mm. The peak trapped density slightly exceeds that of the block, but the excess over the uniform case is only about 13%, since the channel is nearly empty over a much shorter distance.

In a real sheet the trapped charge may also vary across the width, along \(z\). The claim that any clustering raises the resistance then fails. Consider a stripe parallel to the current, running from one end to the other. The strips of channel conduct in parallel, their conductances add, and each is proportional to its density. The total depends on the mean density alone, so the resistance equals \(R_u\). The block of the example turned into such a stripe, with a quarter of the width at \(0.2\,n_0\), gives \(1/(0.75+0.25\times0.2)=1.25\) times \(R_0\), the uniform value.

What survives is that no profile \(n(x,z)\) does better than the uniform one. Let \(\sigma=q\mu n\), and let \(\psi\) be the electrochemical potential in volts, scaled to 1 at \(x=0\) and 0 at \(x=L\). It obeys \(\nabla\cdot(\sigma\nabla\psi)=0\), with no current through the side edges. Integration by parts shows that the dissipated power equals the current entering at unit voltage, which is the conductance:
\[
G=\frac1R=\int\sigma|\nabla\psi|^2\,dx\,dz .
\]
Let \(\chi=\psi+\eta\) be any other potential with the same contact values, so that \(\eta=0\) on the contacts. Then
\[
\int\sigma|\nabla\chi|^2=G+2\int\sigma\nabla\psi\cdot\nabla\eta+\int\sigma|\nabla\eta|^2 .
\]
The middle term vanishes on integration by parts: \(\sigma\nabla\psi\) has no divergence and does not cross the sides, and \(\eta\) is zero on the contacts. Every trial potential therefore gives an upper bound on \(G\).

Choose a trial potential that depends on \(x\) alone. Let \(\nu(x)\) be the average of \(n\) over the width, and take \(\chi'=-c/\nu\), where \(1/c=\int_0^L dx/\nu\) ensures a total drop of 1. The trial power is
\[
q\mu W\int_0^L\nu\,\frac{c^2}{\nu^2}\,dx=q\mu Wc ,
\]
and so
\[
R\ \ge\ \frac{1}{q\mu W}\int_0^L\frac{dx}{\nu(x)}\ \ge\ \frac{L}{q\mu WN}=R_u .
\]
The second inequality is the one-dimensional result applied to \(\nu\), whose mean is \(N\).

To find when \(R=R_u\), use the linear trial \(\chi=1-x/L\). Its power is \(q\mu WN/L=1/R_u\). If this equals \(G\), then \(\int\sigma|\nabla\eta|^2=0\), so \(\eta\) is constant, and it is zero on the contacts. The true potential is then linear, and its equation reduces to \(\partial n/\partial x=0\). Conversely, if \(n\) does not depend on \(x\), the linear potential solves the equation. The resistance therefore equals the minimum exactly when the density does not vary along the current. The uniform profile is a minimizer, but in two dimensions it shares the minimum with all parallel stripes.

An island lies between the two extremes. Place a square of half the side length, again with free density \(0.2\,n_0\), at the centre of a square sheet. It covers a quarter of the area and so holds the same trapped charge as before. Its width average \(\nu\) is \(n_0\) over half the length and \(0.6\,n_0\) over the other half, so the bound is \(0.5+0.5/0.6=1.33\) in units of \(R_0\). A finite-volume solution of the conduction equation gives about 1.4. This is above the uniform 1.25 but well below the 2.00 of a band across the whole width, because the current can flow around the island.

In the local model, two of the assumptions are essential to the minimum. The first is that no place holds more trapped charge than there are electrons to remove. Suppose a parallel stripe on one tenth of the width has \(n_t=2n_0\). The mean is again \(0.2\,n_0\), but the channel density cannot fall below zero, so half the trapped charge depletes nothing locally. Nine tenths of the width conduct at full density, and the resistance is \(R_0/0.9=1.11\,R_0\), below the uniform 1.25. This gain belongs to the local model. Real charge of this kind would also deplete the channel at the sides of the stripe. If all its image charge lies in the channel, the mean free density is again \(0.8\,n_0\), and the parallel strips give \(1.25\,R_0\), the uniform value. A band of such charge across the whole width would instead block the channel, provided it is several times wider than the barrier is thick.

The second is a fixed mobility. Let \(\mu\propto n^p\). For variation along the current the integrand becomes \(n^{-1-p}\), with second derivative \((1+p)(2+p)n^{-3-p}\). It remains convex for \(p>-1\), and the uniform profile remains best. The size of the penalty changes: for the quarter-length block, the ratio to the uniform case is 2.08 for \(p=0.3\) and 1.30 for \(p=-0.3\), against 1.60 for \(p=0\). For parallel stripes the conductances add, and each is proportional to \(n^{1+p}\), which is convex for \(p>0\). The stripe then conducts better than the uniform sheet. With \(p=0.3\) its resistance is 0.958 of the uniform value.

Local depletion is a further assumption that affects the example noticeably at low current. Let the charge sit on top of a barrier of thickness \(d\) and relative permittivity \(\epsilon_b\), beneath a thick passivation layer of permittivity \(\epsilon_t\), and treat the channel as a grounded plane at \(y=0\). For a surface charge \(s\cos kx\) with \(k>0\), the potential is \(B\sinh(ky)\cos kx\) in the barrier and decays as \(e^{-k(y-d)}\) above it. Continuity at \(y=d\) and the jump of the displacement there give
\[
\epsilon_0Bk\,(\epsilon_b\cosh kd+\epsilon_t\sinh kd)=s .
\]
The charge induced in the channel has magnitude \(\epsilon_0\epsilon_bBk\) and opposite sign, so each Fourier component of the depletion is reduced by the factor
\[
K(k)=\frac{\epsilon_b}{\epsilon_b\cosh kd+\epsilon_t\sinh kd}.
\]
Since \(K(0)=1\), the total depletion is preserved. With \(\beta=(\epsilon_b-\epsilon_t)/(\epsilon_b+\epsilon_t)\), expansion in powers of \(e^{-2kd}\) gives
\[
K=(1+\beta)\sum_{m=0}^{\infty}(-\beta)^m e^{-(2m+1)kd}.
\]
In real space each exponential is a Lorentzian, \(c_m/[\pi(x^2+c_m^2)]\) with \(c_m=(2m+1)d\). From one term to the next the magnitude changes by a factor of at most \(3\beta\). For \(\epsilon_b=9\) and \(\epsilon_t=7\), rough values for the barrier and silicon nitride, \(\beta=0.125\). The terms alternate in sign and shrink, so their sum is positive. The real depletion is thus a weighted average of the local one with positive weights. By convexity, averaging lowers the mean of \(1/n\), but not below the uniform value.

For a barrier of 20 nm, I evaluated this average by Fourier transform for a periodic pattern with a quarter of each period filled. With a period of 2000 nm, which has the 0.5 µm block of the example, the excess over the uniform case falls from 60% to 39%. The reduction is large for a block 25 times longer than the barrier is thick. Part of the reason is the slow tail of the kernel. At large distance each Lorentzian tends to \((2m+1)d/(\pi x^2)\). Since \(\sum_m(2m+1)(-\beta)^m=(1-\beta)/(1+\beta)^2\), the weighted sum is \(\frac{1-\beta}{1+\beta}\,d/(\pi x^2)=(\epsilon_t/\epsilon_b)\,d/(\pi x^2)\), so at the centre of the block, 250 nm from either edge, a fraction of about \(2(7/9)(20)/(250\pi)=0.04\) of the depletion is missing. The free density there rises from 2.0 to about \(2.3\times10^{12}\ \mathrm{cm^{-2}}\), and it rises more towards the edges. With a period of 200 nm the excess is 5%, and with 50 nm it is below 0.1%. A regular pattern whose whole period is only two or three barrier thicknesses is thus nearly harmless in this model. Narrow clusters alone are not enough. At the same mean charge, clusters 19 nm long give an excess of about 8% at a period of 190 nm, and they almost empty the channel beneath them at a period of 300 nm. For the two shorter periods the filled blocks are at most 50 nm long, comparable with the electron mean free path, which an estimate with the zero-temperature Fermi velocity puts at roughly 35 nm in the block and 78 nm in the untrapped channel. Their resistances are therefore indicative only.

At higher current, velocity saturation works in the other direction. With the drift law \(v=\mu E/(1+\mu E/v_s)\) and \(j=qnv\), solving for the field gives
\[
E=\frac{j}{\mu\,(qn-j/v_s)} ,
\]
which is convex in \(n\) as long as \(qnv_s>j\). At a given current the uniform profile still has the smallest voltage drop. For \(v_s=1.5\times10^7\) cm/s and 0.10 A/mm, the ratio \(V/j\) is 1.097 ohm mm for the uniform profile and 1.965 ohm mm for the block with local depletion, a ratio of 1.79 instead of 1.60. The current limit \(qnv_s\) is set by the emptiest place: 1.92 A/mm for the uniform profile and 0.48 A/mm for the block. In this local model, clustering thus lowers the saturation current by a larger factor than it raises the low-current resistance. The limit assumes that the channel density keeps its low-current value, which need not hold in a real ungated region at high field.

Compared with a real transistor, the density, mobility and dimensions used here are ordinary, while a block with sharp edges is an idealization. Non-local depletion is a sizeable correction near zero current: in the periodic estimate, which assumes a passivation several hundred nanometres thick, it brings the ratio of 1.60 down to about 1.39. Under a thinner passivation with air above it, the correction is smaller: the ratio is about 1.43 for 100 nm and 1.46 for 50 nm. The grounded plane is itself an approximation. For the thick passivation, the finite compressibility of the electron gas and the shift of its subband energy with density lower the ratio by a further 0.01 to 0.03. These estimates are for charge at the surface. Charge deep in the buffer is smoothed far more: for the same periodic pattern, the ratio is about 1.11 if the charge lies 100 nm below the channel and about 1.02 at 300 nm. A conducting substrate can also take up part of the image charge of buffer traps, and the channel then loses fewer electrons than are trapped. A mobility that depends on density changes the ratio too, to 2.08 or 1.30 in the two local examples above. Next to the gate, the metal also takes up part of the image charge, which weakens the depletion further; this is not included. Operation at 425 K, with mobility assumed to fall as \(T^{-1.8}\), multiplies the low-current resistances by 1.87 and leaves their ratios unchanged. At 300 K and 0.10 A/mm, self-heating in the block case is about 0.02 W/mm, or 0.2 K for an assumed 10 K mm/W. The channel field in the block is then 0.003 MV/cm, far below breakdown, which is roughly 3 MV/cm.

The field across the barrier is less harmless. With local depletion, the trapped charge alone changes it by \(qn_t/(\epsilon_0\epsilon_b)\), which is 0.4 MV/cm for the uniform profile and 1.6 MV/cm in the block. Near the edges of a real block the change is smaller, because part of the field spreads sideways and into the passivation. For an assumed trap depth of 1 eV and an effective mass of 0.2 electron masses, the semiclassical tunnelling exponent through the tilted barrier is 69 in the uniform case and 19 in the block. The polarization field already present is left out of this estimate. Thermal emission from the same trap at 300 K has the exponent \(1\ \mathrm{eV}/k_BT=39\), so the contrast in lifetime is set by 39 against 19 rather than 69 against 19. Dense clusters would still lose charge far sooner than a uniform layer. With an assumed attempt frequency of \(10^{13}\ \mathrm{s^{-1}}\), the block, which shifts the surface potential by about 3.2 V, would start to empty within some tens of microseconds. The comparison made here holds at an instant when the total trapped charge is the same; it does not say which distribution still has that charge a moment later.

All numerical values are calculated from the stated model.
